# Choosing the step length and energy shift in orbital minimization: a numerical check

```python
# Result under test: for the orbital-minimization functional
#   Omega(C) = 2 Tr[(2I - C^T S C) C^T K C],  K = H - eta S negative definite,
# Omega(C + x D) is a quartic in x whose coefficients follow from n x n matrices,
# and its lowest point is x = a + t, where t^3 + p t + q = 0 and t has the
# sign opposite to q.
# H: Hamiltonian, S: overlap, eta: shift, C: orbital coefficients (N x n),
# D: search direction (N x n), x: step length. Energies are in eV.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants


def omega_definition(C, K, S):
    """Functional evaluated through the full N x N density matrix."""
    P = C @ C.T
    return 2 * np.trace(K @ (2 * P - P @ S @ P))


def quartic_coefficients(A0, M, A2, B0, L, B2):
    """Coefficients c0..c4 from the small matrices."""
    A1, B1 = M + M.T, L + L.T
    tr = np.trace
    return np.array([
        2 * tr(2 * A0 - B0 @ A0),
        2 * tr(2 * A1 - B0 @ A1 - B1 @ A0),
        2 * tr(2 * A2 - B0 @ A2 - B1 @ A1 - B2 @ A0),
        -2 * tr(B1 @ A2 + B2 @ A1),
        -2 * tr(B2 @ A2)])


def small_matrices(C, D, K, S):
    KD, SD = K @ D, S @ D
    return (C.T @ K @ C, C.T @ KD, D.T @ KD,
            C.T @ S @ C, C.T @ SD, D.T @ SD)


def centred_cubic(c):
    a = -c[3] / (4 * c[4])
    r = c[2] / (2 * c[4])
    return a, r - 3 * a**2, -2 * a**3 + r * a + c[1] / (4 * c[4])


def lowest_point(c):
    """Step length at the lowest point of a quartic with c4 > 0."""
    a, p, q = centred_cubic(c)
    size = abs(q)
    if p == 0:
        t = np.cbrt(size)
    else:
        w = np.sqrt(abs(p) / 3)
        ratio = size / (2 * w**3)
        if p > 0:
            t = 2 * w * np.sinh(np.arcsinh(ratio) / 3)
        elif ratio <= 1:
            t = 2 * w * np.cos(np.arccos(ratio) / 3)
        else:
            t = 2 * w * np.cosh(np.arccosh(ratio) / 3)
    x = a - t if q > 0 else a + t
    # Newton polishing removes the cancellation error of a + t for tiny steps
    for _ in range(2):
        slope = c[1] + x * (2 * c[2] + x * (3 * c[3] + x * 4 * c[4]))
        curvature = 2 * c[2] + x * (6 * c[3] + x * 12 * c[4])
        if curvature > 1e-8 * abs(c[4]):
            x -= slope / curvature
    return x


def value(c, x):
    return np.polyval(c[::-1], x)


def real_stationary_points(c):
    roots = np.roots([4 * c[4], 3 * c[3], 2 * c[2], c[1]])
    return np.sort(roots[abs(roots.imag) < 1e-9].real)


def gradient(KC, SC, A0, B0):
    return 2 * (4 * KC - 2 * SC @ A0 - 2 * KC @ B0)


# ---------- random problems: every general claim is put at risk ----------
rng = np.random.default_rng(7)
trials, N, n = 300, 6, 3
three_roots = nearest_is_maximum = lowest_not_first = lowest_behind = 0
sample_points = np.linspace(-1.5, 1.5, 7)
for _ in range(trials):
    X = rng.normal(size=(N, N))
    S = np.eye(N) + 0.3 * X @ X.T / N
    Y = rng.normal(size=(N, N))
    H = (Y + Y.T) / 2
    levels = eigh(H, S, eigvals_only=True)
    eta = levels[-1] + 1.0
    K = H - eta * S
    C = rng.uniform(0.05, 0.8) * rng.normal(size=(N, n))
    D = rng.normal(size=(N, n))
    D /= np.linalg.norm(D)
    mats = small_matrices(C, D, K, S)
    G = gradient(K @ C, S @ C, mats[0], mats[3])
    if np.sum(G * D) > 0:
        D = -D
        mats = small_matrices(C, D, K, S)
    c = quartic_coefficients(*mats)

    # degree-6 interpolation of the definition: powers 5 and 6 must vanish
    samples = np.array([omega_definition(C + x * D, K, S)
                        for x in sample_points])
    fitted = np.linalg.solve(np.vander(sample_points, increasing=True), samples)
    scale = np.max(abs(samples)) + 1
    assert np.allclose(fitted, np.append(c, [0, 0]), rtol=0, atol=1e-9 * scale)
    assert abs(fitted[1] - np.sum(G * D)) < 1e-9 * scale
    # variational bound and positivity of the leading coefficient
    assert np.min(samples) + 2 * n * eta >= 2 * np.sum(levels[:n]) - 1e-9
    B2 = mats[5]
    bound = 2 * (eta - levels[-1]) * np.trace(B2 @ B2)
    assert c[4] >= bound - 1e-12 and bound > 0

    # selected root against a scan of the line and against all real roots
    x_low = lowest_point(c)
    reach = 1 + np.max(abs(np.array([3 * c[3], 2 * c[2], c[1]]))) / (4 * c[4])
    scan = value(fitted[:5], np.linspace(-reach, reach, 4001))
    tol = 1e-8 * (np.max(abs(scan)) + 1)  # rounding at the far ends of the scan
    assert value(c, x_low) <= np.min(scan) + tol
    roots = real_stationary_points(c)
    best = roots[np.argmin(value(c, roots))]
    assert abs(value(c, best) - value(c, x_low)) < 1e-9 * scale
    a, p, q = centred_cubic(c)
    assert (len(roots) == 3) == (4 * p**3 + 27 * q**2 < 0)

    first = np.min(roots[roots > 0])
    assert value(c, first) < c[0] and value(c, x_low) < c[0]
    nearest = roots[np.argmin(abs(roots))]
    three_roots += len(roots) == 3
    nearest_is_maximum += 2*c[2] + 6*c[3]*nearest + 12*c[4]*nearest**2 < 0
    lowest_not_first += abs(first - x_low) > 1e-6
    lowest_behind += x_low < 0
assert 0 < three_roots < trials
assert nearest_is_maximum > 0 and lowest_not_first > 0 and lowest_behind > 0

# ---------- worked example: four-site chain, two occupied orbitals ----------
strong, weak, s_strong, s_weak, eta, amplitude = -3.0, -2.0, 0.2, 0.1, 8.0, 0.3
N, n = 4, 2
H, S = np.zeros((N, N)), np.eye(N)
for i in range(N - 1):
    H[i, i+1] = H[i+1, i] = strong if i % 2 == 0 else weak
    S[i, i+1] = S[i+1, i] = s_strong if i % 2 == 0 else s_weak
levels, vectors = eigh(H, S)
assert eta > levels[-1]
exact = 2 * np.sum(levels[:n])
K = H - eta * S
assert abs(omega_definition(vectors[:, :n], K, S) + 2*n*eta - exact) < 1e-10

# too low a shift: the functional falls below the band energy without limit
low_eta = 0.0
K_low = H - low_eta * S
D_bad = np.zeros((N, n))
D_bad[:, 0] = vectors[:, -1]
c_bad = quartic_coefficients(*small_matrices(np.zeros((N, n)), D_bad, K_low, S))
omega_bad = omega_definition(10 * D_bad, K_low, S)
assert c_bad[4] < 0 and omega_bad < exact

C = np.zeros((N, n))
C[0, 0] = C[2, 1] = amplitude
KC, SC = K @ C, S @ C
A0, B0 = C.T @ KC, C.T @ SC
G = gradient(KC, SC, A0, B0)
D = -G / np.linalg.norm(G)
mats = small_matrices(C, D, K, S)
c = quartic_coefficients(*mats)
a, p, q = centred_cubic(c)
roots = real_stationary_points(c)
x_low = lowest_point(c)
parabola_step = -c[1] / (2 * c[2])
omega_roots = [omega_definition(C + x * D, K, S) for x in roots]
omega_parabola = omega_definition(C + parabola_step * D, K, S)
assert len(roots) == 3
assert np.argmin(abs(roots)) == 1 and omega_roots[1] > c[0]
assert omega_parabola > c[0]
assert abs(omega_definition(C + x_low*D, K, S) - min(omega_roots)) < 1e-10

print(f"hopping strong, weak: {strong:.1f}, {weak:.1f} eV")
print(f"overlap strong, weak: {s_strong:.1f}, {s_weak:.1f}")
print(f"shift eta: {eta:.1f} eV; start amplitude: {amplitude:.1f}")
print("generalized eigenvalues (eV):", np.round(levels, 6))
print(f"band energy by diagonalization: {exact:.8f} eV")
print(f"gradient norm at start: {np.linalg.norm(G):.6f} eV")
print("direction D, rows = sites:", np.round(D, 5).tolist())
names = ["A0 = C^T K C (eV)", "M = C^T K D (eV)", "A2 = D^T K D (eV)",
         "B0 = C^T S C", "L = C^T S D", "B2 = D^T S D"]
for name, matrix in zip(names, mats):
    print(f"{name}:", np.round(matrix, 5).tolist())
for k in range(5):
    print(f"c{k}: {c[k]:.6f} eV")
print(f"centre a: {a:.6f}; p: {p:.6f}; q: {q:.6f}")
for x, om in zip(roots, omega_roots):
    print(f"stationary step {x:.6f}: Omega = {om:.6f} eV")
print(f"selected step: {x_low:.6f}")
print(f"parabola step {parabola_step:.6f}: Omega = {omega_parabola:.6f} eV")

# conjugate gradients; one product of K and one of S with D per step
direction, energies, steps = -G, [c[0] + 2*n*eta], []
while np.linalg.norm(G) > 1e-7 and len(steps) < 200:
    D = direction / np.linalg.norm(direction)
    KD, SD = K @ D, S @ D
    M, A2, L, B2 = C.T @ KD, D.T @ KD, C.T @ SD, D.T @ SD
    c = quartic_coefficients(A0, M, A2, B0, L, B2)
    x = lowest_point(c)
    C, KC, SC = C + x * D, KC + x * KD, SC + x * SD
    A0 = A0 + x * (M + M.T) + x**2 * A2
    B0 = B0 + x * (L + L.T) + x**2 * B2
    G_old, G = G, gradient(KC, SC, A0, B0)
    assert abs(np.sum(G * D)) < 1e-9
    beta = max(0.0, np.sum(G * (G - G_old)) / np.sum(G_old**2))
    direction = -G + beta * direction
    assert np.sum(direction * G) < 0
    steps.append(x)
    energies.append(omega_definition(C, K, S) + 2*n*eta)
    assert energies[-1] <= energies[-2] + 1e-10
assert np.linalg.norm(G) <= 1e-7
assert abs(energies[-1] - exact) < 1e-9
recurrence_error = max(np.max(abs(A0 - C.T @ K @ C)),
                       np.max(abs(B0 - C.T @ S @ C)))
assert recurrence_error < 1e-11
orthonormality_error = np.max(abs(C.T @ S @ C - np.eye(n)))
assert orthonormality_error < 1e-7

print(f"start: Omega + 2 n eta = {energies[0]:.6f} eV")
for k in range(min(5, len(steps))):
    print(f"CG step {k+1}: length {steps[k]:.6f}, energy {energies[k+1]:.8f} eV")
print(f"CG steps to gradient norm below 1e-7 eV: {len(steps)}")
hartree = physical_constants["Hartree energy in eV"][0]
print(f"final energy: {energies[-1]:.8f} eV = {energies[-1]/hartree:.8f} hartree")
print(f"largest deviation of C^T S C from identity: {orthonormality_error:.1e}")
print(f"shift {low_eta:.1f} eV, top-level direction: c4 = {c_bad[4]:.6f} eV")
print(f"  Omega at step 10 from C = 0: {omega_bad:.3f} eV")
print(f"random problems: {trials}; with three real roots: {three_roots}")
print(f"  root nearest zero is a maximum: {nearest_is_maximum}")
print(f"  lowest point is not the first downhill root: {lowest_not_first}")
print(f"  lowest point at negative step: {lowest_behind}")
print("OK")
```

Output:

```
hopping strong, weak: -3.0, -2.0 eV
overlap strong, weak: 0.2, 0.1
shift eta: 8.0 eV; start amplitude: 0.3
generalized eigenvalues (eV): [-3.315549 -1.87135   2.560832  5.592281]
band energy by diagonalization: -10.37379939 eV
gradient norm at start: 29.423053 eV
direction D, rows = sites: [[0.59382, -0.0], [0.35246, 0.21518], [-0.0, 0.59382], [-0.0, 0.35246]]
A0 = C^T K C (eV): [[-0.72, 0.0], [0.0, -0.72]]
M = C^T K D (eV): [[-1.91156, -0.29695], [-0.29606, -2.09231]]
A2 = D^T K D (eV): [[-5.74032, -1.78054], [-1.78054, -6.82629]]
B0 = C^T S C: [[0.09, 0.0], [0.0, 0.09]]
L = C^T S D: [[0.19929, 0.01291], [0.01057, 0.20575]]
B2 = D^T S D: [[0.56057, 0.12233], [0.12233, 0.63242]]
c0: -5.500800 eV
c1: -29.423053 eV
c2: -39.739231 eV
c3: 20.230623 eV
c4: 15.941142 eV
centre a: -0.317271; p: -1.548418; q: -0.002102
stationary step -1.560946: Omega = -38.704213 eV
stationary step -0.318628: Omega = -0.650389 eV
stationary step 0.927762: Omega = -39.037750 eV
selected step: 0.927762
parabola step -0.370202: Omega = -0.781573 eV
start: Omega + 2 n eta = 26.499200 eV
CG step 1: length 0.927762, energy -7.03775025 eV
CG step 2: length 0.121807, energy -8.04927313 eV
CG step 3: length 0.123884, energy -8.77265905 eV
CG step 4: length 0.301465, energy -10.05337047 eV
CG step 5: length 0.077726, energy -10.23320899 eV
CG steps to gradient norm below 1e-7 eV: 22
final energy: -10.37379939 eV = -0.38123010 hartree
largest deviation of C^T S C from identity: 1.3e-10
shift 0.0 eV, top-level direction: c4 = -11.184561 eV
  Omega at step 10 from C = 0: -109608.700 eV
random problems: 300; with three real roots: 78
  root nearest zero is a maximum: 76
  lowest point is not the first downhill root: 33
  lowest point at negative step: 33
OK
```
